# Is a submerged transition state barrierless for a thermalised surface adduct?

**The argument under review.** A precursor molecule in atomic layer deposition binds to a surface site as an adduct. A proton then passes between the molecule and the site, and this step is taken to complete the half-reaction. A computed energy profile puts the transition state 0.10 eV below the separated reactants. The argument concludes that the surface reaction has no activation barrier, that an adsorbed adduct reacts within about one vibrational period, and that heating the surface can't speed the step up.

The profile may be accepted as it stands. The difficulty is the inference, which uses the energy of one population, molecules arriving from the gas, to predict the rate of another, adducts already resting on the surface. Which energy difference controls that second rate?

**Energies and model**

Let the separated reactants, gas molecule plus empty site, have energy zero. All energies are ground-state energies with zero-point energy included. The adduct lies at $-D$ and the transition state at $E_{TS}=-s$, with $0<s<D$. The climb from adduct to transition state is

$$B=E_{TS}-(-D)=D-s>0 .$$

Adding a constant to every energy leaves the difference between transition state and adduct unchanged, so $B$ does not depend on the choice of zero. The sign of $E_{TS}$ does.

To see which quantity enters the rate, describe the adduct by $N$ equal oscillators of quantum $\hbar\omega$. The number of ways to share $n$ quanta is

$$g(n)=\binom{n+N-1}{N-1}.$$

Suppose that reaction requires at least $m$ quanta in one particular oscillator, with $m\hbar\omega=B$, and that energy is shared statistically among the oscillators. Placing $m$ quanta there leaves $n-m$ to be shared freely, so the favourable fraction is $g(n-m)/g(n)$ and

$$k_r(n)=\nu_r\,\frac{g(n-m)}{g(n)}\quad(n\ge m),\qquad k_r(n)=0\quad(n<m).$$

An adduct in thermal equilibrium with the surface has level populations $f(n)\propto g(n)x^n$, where $x=e^{-\hbar\omega/k_BT}$. Averaging and setting $j=n-m$ gives

$$k_r=\nu_r\frac{\sum_{n\ge m}g(n-m)x^n}{\sum_{n\ge0}g(n)x^n}
=\nu_r x^m\frac{\sum_{j\ge0}g(j)x^j}{\sum_{n\ge0}g(n)x^n}
=\nu_r e^{-B/k_BT}.$$

The population is normalised over the adduct's own levels, and this is why the energy is counted from the adduct. Desorption, with threshold $D$ and prefactor $\nu_d$, follows in the same way: $k_d=\nu_d e^{-D/k_BT}$. The prefactors are taken as independent of temperature. In a fuller treatment they contain partition functions, whose temperature dependence also contributes to the measured Arrhenius energy.

Take round model parameters: $D=1.20$ eV, $s=0.10$ eV, $\nu_r=10^{13}$ s$^{-1}$, $\nu_d=10^{15}$ s$^{-1}$ and $T=450$ K. Then $B=1.10$ eV (106 kJ/mol), $k_BT=0.03878$ eV, and

$$k_r=10^{13}\times4.79\times10^{-13}\ \text{s}^{-1}=4.79\ \text{s}^{-1}.$$

The mean time for reaction alone is 0.209 s. The barrierless reading would give $1/\nu_r=10^{-13}$ s.

**What the argument gets right**

A newly captured molecule is a different case. At equilibrium with a gas at the surface temperature, capture into each level balances desorption from it, so fresh adducts are distributed as

$$p_0(n)\propto f(n)k_d(n).$$

This vanishes below the desorption threshold. Every fresh adduct therefore has total energy at or above zero, hence above the submerged transition state, and can react without further heat from the surface.

If it exchanged no energy with the solid, its mean lifetime in the example, with $N=8$ and $\hbar\omega=0.05$ eV, would be $2.4\times10^{-10}$ s. Even this is much longer than $10^{-13}$ s, because for either exit the energy must first collect in one oscillator out of eight. The lifetime is set mainly by desorption and depends strongly on $N$: it grows rapidly with more oscillators and approaches a vibrational period when there are only a few. Only 8.6% of such adducts would react; the rest would desorb.

The solid removes the excess energy. Let one-quantum steps have the rates

$$n\to n-1:\ \gamma(\bar n+1)n,\qquad n\to n+1:\ \gamma\bar n(n+N),\qquad \bar n=\frac{x}{1-x}.$$

These rates preserve the Boltzmann distribution. Indeed $\bar n/(\bar n+1)=x$ and $g(n+1)/g(n)=(n+N)/(n+1)$, so the upward flow $f(n)\gamma\bar n(n+N)$ equals the downward flow $f(n+1)\gamma(\bar n+1)(n+1)$. Without reaction or desorption, the mean energy content obeys

$$\frac{d\langle n\rangle}{dt}=\gamma\bar n(\langle n\rangle+N)-\gamma(\bar n+1)\langle n\rangle=-\gamma(\langle n\rangle-N\bar n),$$

which identifies $\gamma$ as the energy relaxation rate.

For $\gamma=10^{12}$ s$^{-1}$, a fraction $3.2\times10^{-4}$ of fresh adducts reacts before first falling below the transition-state level, and $7.3\times10^{-3}$ desorbs. The remaining 99.2% is trapped below that level and must be reactivated by the surface. These fractions belong to the chosen $N$ and $\gamma$; with fewer oscillators the prompt losses are much larger. A thermalised adduct has a mean lifetime of 0.0245 s, about $10^8$ times that of the unrelaxed one. It is shorter than 0.209 s because desorption also removes adducts.

The full master equation gives $k_r=4.78$ s$^{-1}$ and $k_d=36.1$ s$^{-1}$, against 4.79 and 36.4 s$^{-1}$ from the thermal formulas. The small deficits have the sign expected when losses drain the upper levels and relaxation refills them at a finite rate. If relaxation were slow compared with reaction or desorption from those levels, the thermal formulas would fail, and the initial energy of the adduct would matter.

**What the submerged level controls**

A thermalised adduct eventually reacts or desorbs. With no other loss, the probability that it reacts is

$$\phi=\frac{k_r}{k_r+k_d},\qquad
\frac{k_r}{k_d}=\frac{\nu_r}{\nu_d}e^{(D-B)/k_BT}=\frac{\nu_r}{\nu_d}e^{s/k_BT}.$$

The adduct energy has cancelled from the ratio, because both exits start from the same well. Here the transition-state energy relative to the separated reactants is the relevant one. In the example,

$$\frac{k_r}{k_d}=10^{-2}\,e^{0.10/0.03878}=0.1318,\qquad \phi=\frac{0.1318}{1.1318}=0.116 .$$

Most adducts desorb although the reaction threshold is lower. The larger desorption prefactor, which represents the greater freedom of the departing molecule, outweighs the 0.10 eV advantage. A submerged energy does not imply a submerged free energy.

Define the apparent activation energy of a quantity $r$ as $E_{app}=-d\ln r/d\beta$, with $\beta=1/k_BT$. Since $dk_r/d\beta=-Bk_r$ and $dk_d/d\beta=-Dk_d$,

$$E_{app}(\phi)=B-\frac{Bk_r+Dk_d}{k_r+k_d}
=B-\phi B-(1-\phi)D=(1-\phi)(B-D)=(1-\phi)E_{TS}.$$

This is negative: $0.8835\times(-0.10)=-0.088$ eV. The master equation, started from fresh adducts at neighbouring temperatures, gives the same value to the digits quoted.

Cooling to 350 K raises $\phi$ from 0.116 to 0.216 but lowers $k_r$ from 4.79 to $1.45\times10^{-3}$ s$^{-1}$, a factor of about 3300. A larger fraction reacts, after a much longer wait. A negative apparent energy for the reaction probability is therefore compatible with a large positive barrier for the adduct.

**One site, two apparent energies**

The same site can show either sign, depending on the precursor supply. Let molecules arrive at an empty site at a fixed rate $a$, let all of them be captured, and let the product be final. Neglect prompt reaction, prompt desorption and interactions between sites. If $\tau$ and $\tau_A$ are the mean times to conversion from an empty and an occupied site, then

$$\tau=\frac1a+\tau_A,\qquad
\tau_A=\frac1{k_r+k_d}+\frac{k_d}{k_r+k_d}\tau .$$

The last term counts adducts that desorb and return the site to its empty state. Inserting $\tau_A$ into the first equation and collecting $\tau$ gives

$$\tau\,\frac{k_r}{k_r+k_d}=\frac1a+\frac1{k_r+k_d}
\quad\Rightarrow\quad
\tau=\frac1{k_r}+\frac1a\left(1+\frac{k_d}{k_r}\right).$$

For the mean conversion rate $1/\tau$, the apparent energy is $\tau^{-1}d\tau/d\beta$. The derivative of $1/k_r$ is $B/k_r$. The ratio $k_d/k_r$ varies as $e^{-\beta s}$, so its derivative is $-s\,k_d/k_r$. Hence

$$E_{app}(1/\tau)=\frac{B/k_r-s k_d/(ak_r)}{\tau}
=\frac{aB-sk_d}{a+k_r+k_d},$$

where the last step multiplies numerator and denominator by $ak_r$ and uses $ak_r\tau=a+k_r+k_d$.

For small $a$ this tends to $-s\,k_d/(k_r+k_d)=(1-\phi)E_{TS}$: the site waits for arrivals, and heating makes each arrival less likely to succeed. For large $a$ it tends to $B$: a lost adduct is replaced at once, and the site waits for the reaction. The sign changes at

$$a^*=\frac{s k_d}{B}=\frac{0.10\times36.36}{1.10}\ \text{s}^{-1}=3.31\ \text{s}^{-1}.$$

At $a=0.1$ s$^{-1}$ the mean conversion time is 86 s and the apparent energy is

$$\frac{0.1\times1.10-0.10\times36.36}{0.1+4.79+36.36}\ \text{eV}=-0.085\ \text{eV}.$$

At $a=1000$ s$^{-1}$ the corresponding values are 0.217 s and 1.05 eV. The energy profile is identical in both cases. To place these rates, use $a=p/(\sigma\sqrt{2\pi Mk_BT})$ for a gas of pressure $p$ and molecular mass $M$ striking sites of areal density $\sigma$. With $M=72$ u and $\sigma=5$ nm$^{-2}$ at 450 K, $a^*$ corresponds to about $10^{-3}$ Pa. With these parameters the negative sign needs a very dilute supply, and a dose of a pascal or more lies close to the limit $B$.

A purge is a further case. With the supply stopped, adducts disappear at the rate $k_r+k_d$, whose apparent energy $\phi B+(1-\phi)D$ lies between $B$ and $D$. The decay of adduct coverage alone therefore does not give the reaction barrier; the product must also be followed.

**Does tunnelling rescue the argument?**

The transferred particle is a proton, so one might reply that it passes through the local barrier. Let $E$ be the energy in the reaction coordinate, measured from the adduct, and $P(E)$ the transmission probability. Classically $P$ is zero below $B$ and one above it, and the thermal integral is $\int_B^\infty e^{-\beta E}dE=e^{-\beta B}/\beta$. Dividing the quantum integral by this value gives the factor that multiplies $k_r$:

$$\kappa=\beta\int_0^\infty P(E)\,e^{-\beta(E-B)}\,dE .$$

As a model, take the Eckart barrier with coordinate $q$ and length $L$,

$$V=Au+Cu(1-u),\quad u=\frac1{1+e^{-q/L}},\quad A=B-B',\quad C=(\sqrt B+\sqrt{B'})^2,$$

where $B'$ is the reverse barrier. Setting $dV/du=A+C(1-2u)=0$ gives the maximum $(A+C)^2/4C$. Since $A+C=2\sqrt B(\sqrt B+\sqrt{B'})$, this equals $B$, as required. The known transmission formula for this potential was tested against direct integration of the Schrödinger equation at four energies around the top, with agreement to better than one part in $10^4$.

With $B'=1.60$ eV, $L=0.035$ nm and the proton mass, $\kappa=2.02$ at 450 K, and 62% of the reactive flux passes below the barrier top. The rate becomes $2.018\times4.792=9.67$ s$^{-1}$. If desorption is left uncorrected, the reacted fraction rises to $9.67/(9.67+36.36)=0.21$.

For this barrier width the temperature dependence remains strong. The corrected rate is $\nu_r\beta\int_0^\infty P e^{-\beta E}dE$, so

$$E_{app}(\kappa k_r)=-\frac{d}{d\beta}\left[\ln\beta+\ln\int_0^\infty Pe^{-\beta E}dE\right]=\langle E\rangle-k_BT,$$

where $\langle E\rangle$ is the mean energy of the reactive flux. The activation energy $\langle E\rangle-k_BT$ is here 1.04 eV, only 0.06 eV below $B$. A reactive flux that mostly tunnels is thus compatible with a large activation energy, because the protons that tunnel do so mainly after thermal excitation. This one-dimensional estimate omits shorter curved paths and treats the zero-point-corrected profile as the potential; it also depends on the barrier width. Here the barrier frequency is $\omega_b=2.27\times10^{14}$ s$^{-1}$, so the crossover temperature $\hbar\omega_b/2\pi k_B\approx276$ K lies well below 450 K. A narrower barrier raises $\kappa$ and lowers the activation energy, markedly so once the crossover temperature approaches the working temperature.

**Requested correction**

The claim "the surface reaction is barrierless" should be replaced by two statements: the transition state lies 0.10 eV below the separated reactants, and 1.10 eV above the adduct. The predicted rate should then specify whether it refers to fresh adducts, thermalised adducts or sites under a given precursor supply. The objection rests on the path having a minimum from which it climbs to this transition state. If there were no such minimum, there would be no local barrier and the objection would fail. The values used here are collected in the numerical output below.

## Numbers as computed

```
Adduct depth D = 1.20 eV; TS energy = -0.10 eV
Local barrier B = 1.10 eV = 106.1 kJ/mol
Oscillators N = 8; quantum = 0.05 eV
Thresholds: reaction 22, desorption 24 quanta
Prefactors: reaction 1.0e+13, desorption 1.0e+15 1/s
Relaxation rate gamma = 1.0e+12 1/s
Temperatures: 450 K and 350 K
kB*T at 450 K = 0.03878 eV
exp(-B/kBT) at 450 K = 4.792e-13
k_r at 450 K, formula = 4.792 1/s
k_r at 450 K, master equation = 4.780 1/s
k_d at 450 K, formula = 36.36 1/s
k_d at 450 K, master equation = 36.08 1/s
Mean reaction time alone, 1/k_r = 0.209 s
False barrierless time, 1/nu_r = 1.0e-13 s
Thermalised adduct mean lifetime = 0.0245 s
Unrelaxed adduct mean lifetime = 2.429e-10 s
Unrelaxed adduct reacted fraction = 0.0862
Fresh adducts: prompt reaction fraction = 3.194e-04
Fresh adducts: prompt desorption fraction = 7.312e-03
Fresh adducts: trapped below TS fraction = 0.99237
Reacted fraction phi at 450 K, formula = 0.1165
Reacted fraction at 450 K, fresh start = 0.1164
k_r at 350 K = 1.448e-03 1/s
k_d at 350 K = 5.257e-03 1/s
Reacted fraction phi at 350 K, formula = 0.2159
Reacted fraction at 350 K, fresh = 0.2159
Apparent energy of k_r, master equation = 1.0993 eV
Apparent energy of phi, master equation = -0.0884 eV
Apparent energy of phi, formula = -0.0884 eV
Sign-change arrival rate a* = 3.305 1/s
Site at a = 0.1 1/s: time 86.08 s, apparent energy -0.0855 eV
Site at a = 1000 1/s: time 0.2173 s, apparent energy 1.0530 eV
Eckart reverse barrier = 1.60 eV; length = 0.035 nm
Barrier angular frequency = 2.268e+14 rad/s
Tunnelling factor: 2.018 at 450 K, 3.577 at 350 K
Reactive flux below barrier top at 450 K = 0.621
k_r with tunnelling at 450 K = 9.671 1/s
phi with tunnelling at 450 K = 0.2101
Arrhenius energy with tunnelling = 1.0390 eV
```
